# Grain-boundary resistance from Landauer transport, and when it adds

## Result

Let a flat grain boundary of area \(A\) join two crystalline grains that have \(M_L\) and \(M_R\) conducting modes per spin at the Fermi energy. Let \(T_{ij}\) be the probability that an electron arriving in mode \(j\) on the left leaves in mode \(i\) on the right, and let \(S=\sum_{ij}T_{ij}\).

**Theorem.** Under assumptions 1–3 below, the boundary adds to the resistance of a long wire the amount

\[
R_{GB}=\frac{h}{2e^2}\left[\frac1S-\frac12\left(\frac1{M_L}+\frac1{M_R}\right)\right],\qquad \gamma=A\,R_{GB}. \tag{1}
\]

For equal grains, \(M_L=M_R=M\), the subtracted term is the ideal contact resistance \(R_0=h/(2e^2M)\). With the mean transmission \(\bar T=S/M\),

\[
\gamma=A R_0\,\frac{1-\bar T}{\bar T}. \tag{2}
\]

**Assumptions.**

1. The response is linear, the electrons are degenerate with spin factor 2, and the boundary scatters elastically and conserves current.
2. Interference between the boundary and the rest of the wire averages out.
3. The surroundings mix the modes completely: all modes arriving from one side are equally occupied.

A perfect crystal has \(S=M\), so (2) gives zero by construction. The content of the theorem is that the remainder is a series resistance, and this depends on assumption 3. Without it, subtraction is an approximation, whose error is found below for one model. Phonon and impurity resistance in the grains is a separate term, which the subtraction does not remove.

## Lemma 1: the two-terminal resistance

Occupations are described by energies \(u\) up to which modes are filled, and \(I\) is positive when electrons flow from left to right, with \(e>0\). A one-dimensional mode carries, for both spins, the current \(2e\,v\,dk/(2\pi)\) in the interval \(dk\). Since \(v=\hbar^{-1}dE/dk\), this is \((2e/h)\,dE\), whatever the velocity.

Let reflectionless contacts fill the modes arriving from the left to \(u_L\) and those from the right to \(u_R\). The total transmission is the same in both directions. To see this, let \(S'\) be the sum from right to left and \(\Sigma_r\) the summed reflection on the left. Each incoming left mode has total probability one, so \(\Sigma_r+S=M_L\). When all incoming modes are filled, unitarity fills each outgoing mode, so \(\Sigma_r+S'=M_L\). Hence \(S'=S\), and

\[
I=\frac{2e}{h}S(u_L-u_R),\qquad R_{2t}=\frac{u_L-u_R}{eI}=\frac{h}{2e^2S}. \tag{3}
\]

For a spherical Fermi surface of radius \(k_F\), periodic transverse boundaries space the allowed wave vectors so that each occupies \((2\pi)^2/A\). The modes fill a disc of area \(\pi k_F^2\), so

\[
\frac MA=\frac{k_F^2}{4\pi},\qquad AR_0=\frac{h}{2e^2}\frac{4\pi}{k_F^2}. \tag{4}
\]

This is the resistance of a perfect crystal between contacts. It is finite and independent of length, because it comes from the limited number of modes that the contacts can feed.

## Lemma 2: the drop across the boundary

On the left, the incoming modes are filled to \(u_L\). Let \(\bar u_L^{\,out}\) be the mean level of the outgoing ones. The net current through a cut there is

\[
I=\frac{2e}{h}M_L(u_L-\bar u_L^{\,out})
\quad\Rightarrow\quad
\bar u_L^{\,out}=u_L-\frac{hI}{2eM_L}.
\]

Define the local potential as the mean over both directions. The right side is treated alike, but there the outgoing modes lie above \(u_R\):

\[
\mu_L=u_L-\frac{hI}{4eM_L},\qquad \mu_R=u_R+\frac{hI}{4eM_R}. \tag{5}
\]

From (3), \(u_L-u_R=hI/(2eS)\). Therefore

\[
\frac{\mu_L-\mu_R}{eI}=\frac{h}{2e^2S}-\frac{h}{4e^2M_L}-\frac{h}{4e^2M_R}=R_{GB}.
\]

Half an ideal contact resistance is removed on each side.

## Proof of the theorem

It remains to show that these drops add in a wire. Represent the bulk by mixing slabs. A slab in a region of \(M\) modes sends an electron forward into each mode with probability \(t/M\) and backward into each mode with probability \((1-t)/M\), whichever mode it came from. Place such slabs, or the contacts, on both sides of every boundary.

A slab emits equally into all modes, so each boundary is uniformly fed and obeys (3). The slab itself may receive unequal occupations from a boundary. Its transmission does not depend on the incoming mode, so its current depends on the mean incoming level alone, and (3) holds for it with that mean. Its summed transmission is \(tM\).

Lemma 2 thus applies to every section \(s\), with a resistance \(R_s\) of the form (1). The potential at a cut is the mean over the modes crossing it, and neighbouring sections share that value. Summing the drops cancels all intermediate potentials. At the outer ends, (5) relates the first and last potentials to the contact levels, which gives

\[
R_{wire}=\frac{h}{4e^2M_L}+\sum_s R_s+\frac{h}{4e^2M_R}. \tag{6}
\]

The end terms appear once per wire, however many sections it has. Inserting the boundary adds \(R_{GB}\). \(\square\)

A numerical test composed the probabilities of a boundary with a random unitary scattering matrix, 7 modes on the left and 5 on the right. Two slabs stood on each side, with \(t=0.6,\,0.3\) on the left and \(0.5,\,0.8\) on the right. The excess found in the wire and the value from (1) were both 0.208624 in units of \(h/2e^2\).

**Remark (unequal grains).** Suppose the second grain has 5 % fewer modes and only the first lead's resistance is subtracted. At fixed \(S\), the result is too large by \(\tfrac12(1/0.95-1)=0.026\) of \(R_0\). For the example below this is 4.9 % of the value obtained by subtracting \(R_0\) alone, or 5.1 % of the correct value.

## Lemma 3: a delta barrier

Let the boundary be a potential \(s\,\delta(x)\) that conserves transverse momentum. For normal wave number \(k\), take \(e^{ikx}+re^{-ikx}\) on the left and \(\tau e^{ikx}\) on the right. Continuity gives \(1+r=\tau\). Integrating the Schrödinger equation across the barrier gives a slope jump \(2\kappa\tau\), with \(\kappa=ms/\hbar^2\):

\[
ik\tau-ik(1-r)=2\kappa\tau .
\]

Inserting \(r=\tau-1\) turns the left side into \(2ik(\tau-1)\), so \(\tau=1/(1+i\kappa/k)\). With \(k=k_Fc\), where \(c\) is the cosine of the angle to the normal, and \(a=\kappa/k_F\),

\[
T(c)=|\tau|^2=\frac{c^2}{c^2+a^2}. \tag{7}
\]

Modes are uniform in transverse wave vector, whose length is \(k_F\sqrt{1-c^2}\). A ring has area \(2\pi k_F^2c\,dc\), and dividing by \(\pi k_F^2\) gives the weight \(2c\,dc\). Setting \(y=c^2\),

\[
\bar T=\int_0^1\frac{y\,dy}{y+a^2}=1-a^2\ln\left(1+\frac1{a^2}\right). \tag{8}
\]

For a strong barrier, \(\ln(1+1/a^2)\approx1/a^2-1/(2a^4)\), so \(\bar T\approx1/(2a^2)\) and \(\gamma\approx2a^2AR_0\). For a weak one, \(\gamma\approx a^2\ln(1/a^2)\,AR_0\). The logarithm arises because the reflection, about \(a^2/c^2\) for \(c\gg a\), grows towards grazing incidence: \(\int_a^1 2c\,(a^2/c^2)\,dc=a^2\ln(1/a^2)\).

## Worked example

The parameters are round numbers in the rough regime of tungsten lines: \(k_F=12\ \mathrm{nm^{-1}}\), bulk mean free path \(l=16\) nm, grain length \(D=20\) nm and barrier strength \(s=0.40\) eV nm. With the free-electron mass the Fermi energy is \(E_F=5.486\) eV. Since \(\hbar^2/m=2E_F/k_F^2\),

\[
a=\frac{s\,k_F}{2E_F}=\frac{0.40\times12}{2\times5.486}=0.437,\qquad \bar T=0.650 .
\]

Equation (4) gives \(AR_0=11.26\times10^{-12}\ \Omega\,\mathrm{cm^2}\). The two-terminal value is \(AR_0/\bar T=17.326\) in the same unit. With \(AR_0=11.263\) to the same number of decimals, subtraction leaves

\[
\gamma=(17.326-11.263)\times10^{-12}\approx6.06\times10^{-12}\ \Omega\,\mathrm{cm^2}
=6.06\times10^{-16}\ \Omega\,\mathrm{m^2}.
\]

An explicit sum over the 41277 modes of a 60 nm periodic square gives 6.07 in place of 6.06.

For the bulk, the Drude formula \(\rho=m/(ne^2\tau_r)\), with relaxation time \(\tau_r\), \(l=\hbar k_F\tau_r/m\) and \(n=k_F^3/(3\pi^2)\), yields

\[
\rho\, l=\frac{\hbar k_F}{ne^2}=\frac{3\pi^2\hbar}{e^2k_F^2}=\frac34AR_0 , \tag{9}
\]

where the last step uses (4) and \(h=2\pi\hbar\). Hence \(\rho=5.28\ \mu\Omega\,\mathrm{cm}\). Boundaries perpendicular to the current, one per length \(D\), add \(\gamma/D=3.03\ \mu\Omega\,\mathrm{cm}\), for a total of 8.31. Without the subtraction, each boundary would bring a spurious \(AR_0/D=5.63\ \mu\Omega\,\mathrm{cm}\), and the total would be 13.94. The spurious part exceeds the boundary's own.

## When the modes are not mixed

**Proposition 1.** Two equal boundaries that conserve transverse momentum, separated by a ballistic grain with averaged phase, have at most twice the subtracted resistance of one.

*Proof.* In a mode with transmission \(T\) and reflection \(R=1-T\), the sum over internal reflections is

\[
T_2=T^2(1+R^2+R^4+\dots)=\frac{T^2}{1-R^2}=\frac{T}{1+R}=\frac{T}{2-T}. \tag{10}
\]

This function is convex, with second derivative \(4/(2-T)^3>0\). Its mean is therefore at least \(\bar T/(2-\bar T)\). That lower value has the excess \((2-\bar T)/\bar T-1=2(1-\bar T)/\bar T\), twice that of one boundary. A larger transmission means a smaller excess. \(\square\)

For the delta barrier, (10) becomes \(c^2/(c^2+2a^2)\), which is (7) with \(a^2\) doubled. The pair's excess is \(0.967R_0\), against \(2\times0.5383R_0=1.077R_0\) with mixing, a reduction of 10.2 %. Keeping the phases in a 20 nm grain gives a reduction of 9.8 %. This value oscillates with the grain length, with period \(\pi/k_F\approx0.26\) nm, between about 9.8 % and 10.5 % around the phase-averaged 10.2 %. Interference thus matters little here compared with the memory of direction.

**Proposition 2.** In a long, very dense row of delta barriers, where bulk scattering between neighbours is negligible and interference is left out, the resistance per boundary tends to \(2a^2R_0\).

*Proof.* For two sections in one mode, \(T_{12}=T_1T_2/(1-R_1R_2)\), and \(1-R_1R_2=T_1+T_2-T_1T_2\). Hence

\[
\frac{1-T_{12}}{T_{12}}=\frac{T_1+T_2-2T_1T_2}{T_1T_2}=\frac{1-T_1}{T_1}+\frac{1-T_2}{T_2}.
\]

After \(N\) boundaries the mode's resistance grows as \(N(1-T)/T=Na^2/c^2\). The modes conduct in parallel, so the mean conductance is \(N^{-1}\int_0^1 2c\,(c^2/a^2)\,dc=1/(2a^2N)\) in units of \(1/R_0\). Its inverse, divided by \(N\), is \(2a^2\). \(\square\)

Here \(2a^2=0.383\), well below the 0.538 from subtraction. For strong barriers the two agree to leading order, as the limit after (8) shows.

## A metal with isotropic bulk scattering

Real grains mix modes gradually. A better description is the Boltzmann equation with isotropic elastic scattering,

\[
c\,\frac{\partial f}{\partial x}=\bar f-f,\qquad \bar f=\frac12\int_{-1}^{1}f\,dc, \tag{11}
\]

with \(x\) in mean free paths and \(f\) the local filling level. Its bulk solution is \(f=x-c\), with flux \(\tfrac12\int_{-1}^1cf\,dc=-\tfrac13\). A unit difference between uniformly filled incoming modes drives, in a perfect crystal, the flux \(\tfrac12\int_0^1c\,dc=\tfrac14\). If a boundary causes an excess step \(\delta\) beyond the bulk slope, its resistance is \(\delta/(1/3)\), while the ideal one is 4. Thus

\[
\frac{\gamma}{AR_0}=\frac34\,\delta . \tag{12}
\]

Put boundaries at spacing \(d=D/l\), with total step \(\Delta=d+\delta\) per period. In a cell centred at \(x=0\), symmetry requires \(f(-x,-c)=-f(x,c)\). Let \(g(c)=f(d/2,c)\). An electron entering the next cell with \(c>0\) was either transmitted or reflected:

\[
\Delta-g(-c)=T\,g(c)+(1-T)\,[\Delta-g(c)]
\;\Rightarrow\;
T\Delta=g(-c)+(2T-1)\,g(c). \tag{13}
\]

Besides \(x-c\), equation (11) has solutions \(\varphi_\nu(c)e^{x/\nu}\). Insertion gives \((1+c/\nu)\varphi_\nu=\bar\varphi_\nu\), so \(\varphi_\nu=\nu/(\nu+c)\) when normalized to \(\bar\varphi_\nu=1\). The mirrored solution is \(\varphi_\nu(-c)e^{-x/\nu}\). With 40 Gauss directions in \(0<c<1\), the normalization selects 39 positive values of \(\nu\). Their antisymmetric combinations have 39 amplitudes, which together with \(\Delta\) are fixed by the 40 equations (13).

The results for \(\gamma/(AR_0)\) are:

- Isolated boundary with uniform \(T=\tfrac12\): 1.066, while (2) gives 1. By symmetry, reflected and transmitted contributions cancel in the outgoing level, which leaves the Milne problem. The value agrees with \(\tfrac32\) times the Hopf constant 0.7104. Subtraction is therefore inexact here even when all modes transmit equally.
- Isolated delta barrier: 0.404. Subtraction is 33 % above this value.
- Delta barriers 20 nm apart: 0.402. Subtraction is 34 % above this value.
- Dense row, \(d=10^{-4}\): 0.383, as Proposition 2 requires.

**Remark (sign of the error).** An estimate shows why subtraction is too high for the delta barrier. Near an isolated boundary at \(x=0\), keep only the bulk form \(f=B+x-c\) for arriving electrons, with \(\delta=2B\). On the right they have level \(B+c\), where \(c>0\) now denotes the magnitude. By antisymmetry the left ones have \(-(B+c)\), so the outgoing level on the right is \((1-2T)(B+c)\). The flux condition becomes

\[
\frac12\int_0^1 c\,[(1-2T)-1](B+c)\,dc=-\frac13 ,
\]

that is, \(B\bar T/2+\int_0^1c^2T\,dc=1/3\). With (12),

\[
\frac{\gamma}{AR_0}\approx\frac{1-3\int_0^1c^2T\,dc}{\bar T}. \tag{14}
\]

Compared with (2), the weight \(2c\) has become \(3c^2\) in the numerator. Both weights integrate to one, but \(3c^2\) favours directions near the normal. If \(T\) rises with \(c\), the second average is larger, and the estimate (14) lies below (2). Physically, the drifting electrons already favour the directions that the barrier transmits well. For the delta barrier of the example, (14) gives 0.436, between the 0.538 from subtraction and the Boltzmann value 0.404. It thus accounts for about three quarters of the gap, and in this case the boundary layer that it omits lowers \(\gamma\) further. For uniform \(T\), (14) returns (2), so the 6.6 % excess at \(T=\tfrac12\) comes from the boundary layer that the estimate leaves out. When \(T\) rises only weakly with \(c\), this layer can outweigh the effect of direction, and subtraction is then too low.

## Reading the numbers for a real line

The bulk resistivity of 5.3 \(\mu\Omega\) cm and the mean free path are of the rough size found for tungsten at room temperature. Tungsten's Fermi surface is not a sphere, however, and the barrier strength was chosen, not calculated for a tungsten boundary. The value of \(\gamma\) is therefore an illustration. Complete mixing fails in the Boltzmann model at any grain length: even far from other boundaries, the bulk form \(x-c\) fills the arriving modes unequally, and subtraction still lies 33 % above the Boltzmann value. With the other parameters fixed, the Boltzmann solution lowers \(\gamma\) from 6.06 to \(4.53\times10^{-12}\ \Omega\,\mathrm{cm^2}\) and the total resistivity from 8.31 to 7.54 \(\mu\Omega\) cm. This correction belongs to specular boundaries and isotropic bulk scattering. Rough boundaries and scattering at the line's surfaces may change it; their effect is not calculated here.

The barrier's shape matters too: a rectangular barrier 0.2 nm wide with the same area lowers the subtracted \(\gamma\) by 12 %. Thermal smearing at 300 K, taken at fixed chemical potential, changes it by about 0.002 %. At 10 MA/cm² the drop per boundary is \(6.06\times10^{-12}\times10^{7}\) V, or 0.061 mV, far below \(k_BT/e=25.9\) mV, which supports the use of linear response. The full set of values is in the numerical output.

## Computed values

```
INPUTS (rough tungsten regime)
Fermi wave number: 12.0 1/nm
bulk mean free path: 16.0 nm
grain length: 20.0 nm
barrier strength: 0.40 eV nm
BOUNDARY
Fermi energy (free mass): 5.486 eV
barrier parameter a: 0.4374
mean transmission Tbar: 0.6501
transmission at normal incidence: 0.8394
ideal resistance x area: 11.263 e-12 ohm cm^2
two-terminal resistance x area: 17.326 e-12 ohm cm^2
gamma by subtraction: 6.063 e-12 ohm cm^2
gamma by subtraction: 6.063e-16 ohm m^2
gamma / ideal: 0.5383
BOX of side 60 nm: modes per spin 41277
box ideal resistance x area: 11.256 e-12 ohm cm^2
box gamma: 6.070 e-12 ohm cm^2
RESISTIVITY
bulk: 5.280 micro-ohm cm
boundary part gamma/D: 3.032 micro-ohm cm
bulk + boundary: 8.311 micro-ohm cm
spurious part if not subtracted: 5.631 micro-ohm cm
total if not subtracted: 13.943 micro-ohm cm
SERIES TEST, random boundary, 7 and 5 modes (units h/2e^2)
excess in wire: 0.208624; by subtraction: 0.208624
TWO BOUNDARIES, excess / ideal
twice the single value: 1.0766
ballistic grain, incoherent: 0.9670 (-10.2 %)
ballistic grain, coherent: 0.9707 (-9.8 %)
BOLTZMANN, gamma / ideal
Hopf constant: 0.71045
uniform T=1/2, isolated: 1.0657 (subtraction 1.0000)
delta barrier, isolated: 0.4040; subtraction is off by +33.2 %
delta barrier, grains of length D: 0.4022; subtraction is off by +33.9 %
delta barrier, dense limit: 0.3827; 2a^2 = 0.3827
gamma from Boltzmann at length D: 4.529 e-12 ohm cm^2
bulk + boundary from Boltzmann: 7.544 micro-ohm cm
OTHER NEGLECTED EFFECTS
barrier 0.2 nm wide, same area: gamma changes by -12.1 %
thermal smearing at 300 K: gamma changes by -0.0022 %
modes of second grain 5 % fewer, first lead only subtracted: error 4.9 % of gamma
drop per boundary at 10 MA/cm^2: 0.0606 mV
kT/e at 300 K: 25.85 mV
```
